# Which permittivity belongs in the depolarizing field of a Landau film?

**Q:** I am calculating the polarization of a thin ferroelectric film between metal electrodes that screen imperfectly. The bulk crystal has a relative permittivity $\varepsilon_f$ of about 100, so I take the depolarizing field to be

$$E=-\frac{P}{\varepsilon_0\varepsilon_f+cd}$$

and minimize a Landau energy with this field in it. Here $d$ is the film thickness and $c$ the capacitance per area of the two imperfect interfaces in series. The film is a dielectric with permittivity 100. Surely that is the number to use?

**A:** It depends on what $P$ is. What do you do with it after writing that formula?

**Q:** It is the variable of the Landau energy per volume,

$$f(P)=\tfrac12 aP^2+\tfrac14 bP^4,\qquad a<0,\; b>0 .$$

I vary it until the total energy is lowest.

**A:** Then let us start from an energy in which no permittivity except $\varepsilon_0$ multiplies a field, and see which one appears. Take everything uniform in the film plane, with $E$, $P$ and $D$ counted positive along the normal $z$. The coefficients $a$ and $b$ refer to a film held at fixed substrate strain.

Besides the soft-mode polarization $P$ there is a background polarization $P_b$, from electrons and stiff lattice modes. I treat it as linear, with susceptibility $\chi_b$, so it costs $P_b^2/(2\varepsilon_0\chi_b)$ per volume. Let $\sigma$ be the free charge per area on the electrode that feeds the film. Gauss's law gives $D=\sigma$, hence $\varepsilon_0E=\sigma-P-P_b$. With a source at voltage $V$, the energy per area is

$$G=d\left[f(P)+\frac{P_b^2}{2\varepsilon_0\chi_b}+\frac{(\sigma-P-P_b)^2}{2\varepsilon_0}\right]+\frac{\sigma^2}{2c}-\sigma V .$$

The third term is the vacuum field energy $\varepsilon_0E^2/2$, the fourth is stored in the interfaces, and the last accounts for the work of the source. Setting the derivatives with respect to $P$, $P_b$ and $\sigma$ to zero gives

$$f'(P)=E,\qquad P_b=\varepsilon_0\chi_bE,\qquad Ed+\frac{\sigma}{c}=V .$$

**Q:** The first is the Landau equation of state, the second the background response, and the third adds up the voltages. Now you eliminate the polarizations?

**A:** Only $P_b$. Substituting it into Gauss's law,

$$\sigma=\varepsilon_0E+\varepsilon_0\chi_bE+P=\varepsilon_0\varepsilon_bE+P,\qquad \varepsilon_b=1+\chi_b .$$

For short-circuited electrodes $V=0$, so $\sigma=-cdE$. Equating the two expressions for $\sigma$,

$$-cdE=\varepsilon_0\varepsilon_bE+P\quad\Longrightarrow\quad E=-\frac{P}{\varepsilon_0\varepsilon_b+cd}.$$

The energy agrees. Per volume, the background and vacuum terms add to $\varepsilon_0(\chi_b+1)E^2/2$, and the interfaces contribute $\sigma^2/(2cd)=cdE^2/2$. Together with the field just found,

$$\frac Gd=f(P)+\tfrac12(\varepsilon_0\varepsilon_b+cd)E^2=f(P)+\frac{P^2}{2(\varepsilon_0\varepsilon_b+cd)} .$$

**Q:** So the large permittivity has vanished. But the soft mode does respond to the field. Where did its response go?

**A:** It is in $f'(P)=E$, which you solve when you minimize. Differentiating that equation gives $f''(P)\,dP=dE$, so the soft susceptibility is

$$\chi=\frac{1}{\varepsilon_0f''(P_s)},\qquad P_s^2=\frac{|a|}{b},$$

where $P_s$ is the bulk polarization at zero field. Since $f''(P_s)=a+3bP_s^2=-|a|+3|a|=2|a|$, we have $\varepsilon_0\chi=1/(2|a|)$. From $D=\varepsilon_0\varepsilon_bE+P$ the bulk permittivity follows as

$$\frac{1}{\varepsilon_0}\frac{dD}{dE}=\varepsilon_b+\chi=\varepsilon_f .$$

Your formula amounts to $D=\varepsilon_0\varepsilon_fE+P$ with $P$ still free to respond. Differentiate that and you get $\varepsilon_f+\chi=\varepsilon_b+2\chi$. The model contradicts the permittivity you fed into it.

**Q:** By how much, in numbers?

**A:** Take round parameters: $a=-6.0\times10^8$ m/F, $P_s=35$ µC/cm², $\varepsilon_b=7$ and $c=50$ µF/cm². In SI units the last is 0.5 F/m². Then

$$\chi=\frac{1}{2(8.854\times10^{-12})(6.0\times10^8)}\approx94.1,$$

so $\varepsilon_f\approx101$. The mixed relation returns $7+2(94.1)\approx195$.

**Q:** But I can derive my formula. For small fields a ferroelectric obeys $D=P_s+\varepsilon_0\varepsilon_fE$. Combine that with $D=-cdE$ and $\varepsilon_f$ appears in the denominator.

**A:** That derivation is sound, but look at its numerator. It gives

$$E\approx-\frac{P_s}{\varepsilon_0\varepsilon_f+cd},$$

with the fixed bulk value $P_s$. Our result leads to the same place. Near the bulk state $P\approx P_s+\varepsilon_0\chi E$, and therefore

$$E(\varepsilon_0\varepsilon_b+cd)=-P_s-\varepsilon_0\chi E .$$

Moving the last term to the left turns $\varepsilon_b$ into $\varepsilon_b+\chi=\varepsilon_f$. The soft response has passed from the numerator to the denominator. You put it in the denominator and also left it in the numerator:

$$E(\varepsilon_0\varepsilon_f+cd)=-P_s-\varepsilon_0\chi E\quad\Longrightarrow\quad E\approx-\frac{P_s}{\varepsilon_0(\varepsilon_b+2\chi)+cd}.$$

That is the double counting, with its factor of two.

**Q:** Both of those are approximations for weak fields. Perhaps mine is no worse than the linearized one.

**A:** We can compare the orders. Define $\lambda=1/(\varepsilon_0\varepsilon_b+cd)$, so that $E=-\lambda P$. The equation of state becomes $aP+bP^3=-\lambda P$. For $P\neq0$, divide by $P$ and use $b=|a|/P_s^2$:

$$P^2=\frac{|a|-\lambda}{b}=P_s^2\left(1-\frac{\lambda}{|a|}\right).$$

With $u=\lambda/|a|$, which is small in a thick film, the field is

$$E=-\lambda P_s\sqrt{1-u}=-\lambda P_s\left(1-\frac u2-\frac{u^2}{8}-\dots\right).$$

In the linearized formula the denominator is $1/\lambda+1/(2|a|)=(1+u/2)/\lambda$, so

$$E_{\rm lin}=-\frac{\lambda P_s}{1+u/2}=-\lambda P_s\left(1-\frac u2+\frac{u^2}{4}-\dots\right).$$

The first-order terms agree, and the leading relative error is $u^2/4+u^2/8=3u^2/8$. The mixture has $2\chi$ in place of $\chi$, hence $1+u$ in place of $1+u/2$:

$$E_{\rm mix}=-\lambda P_s(1-u+\dots).$$

Its relative error is $-u/2$, already first order. For thick films $\lambda\approx1/(cd)$, so doubling $d$ should divide the linearized error by about four and the mixed error by about two. Going from 200 to 400 nm, with the three-variable energy minimized numerically as the reference, the factors are 4.01 and 1.98.

**Q:** At 50 nm, then, my error should be small.

**A:** It is. There $1/\lambda=(0.062+25)\times10^{-9}$ F/m, so $u=0.067$ and the expected error is about 3%. The correct field has magnitude 0.1349 MV/cm, the linearized one 0.1352 and the mixed one 0.1307. The polarizations, 33.82 and 33.85 µC/cm², hardly differ. In the limit $cd\to\infty$ the field vanishes and the choice of permittivity ceases to matter.

**Q:** So I could keep my formula for thick films and not worry.

**A:** At a few per cent in the field, yes, for these parameters. The trouble comes in thin films, where you want to know whether a uniform polarization survives at all. The expression for $P^2$ reaches zero when $\lambda=|a|$, that is, when $\varepsilon_0\varepsilon_b+cd=1/|a|$. The critical thickness is therefore

$$d_c=\frac{1}{c}\left(\frac{1}{|a|}-\varepsilon_0\varepsilon_b\right)=\frac{(1.667-0.062)\times10^{-9}}{0.5}\ \text{m}\approx3.21\ \text{nm}.$$

The same value comes from the three-variable energy: its nonpolar state loses stability at 3.21 nm. With $\varepsilon_f$, held at its bulk value as you do, the subtraction also includes $\varepsilon_0\chi=1/(2|a|)$:

$$d_c^{\rm mix}=\frac1c\left(\frac{1}{2|a|}-\varepsilon_0\varepsilon_b\right)=\frac{(0.833-0.062)\times10^{-9}}{0.5}\ \text{m}\approx1.54\ \text{nm}.$$

Write $x=\varepsilon_0\varepsilon_b|a|$, here 0.037. The ratio of the two is $(\tfrac12-x)/(1-x)$, which is below one half for $0<x<\tfrac12$; here it is 0.48. The one half comes from $f''(P_s)=2|a|$, a property of the quartic energy. Better electrodes do not cure this: both thicknesses are proportional to $1/c$, so $c$ cancels from the ratio.

**Q:** Then a 2 nm film lies between the two thresholds.

**A:** Yes. For it $\lambda=1/(1.062\times10^{-9})=9.4\times10^8$ m/F, larger than $|a|$, so the uniform polarization is zero. Your formula predicts 12.2 µC/cm² in a field of 0.64 MV/cm. The linearized formula fails here too: it gives 1.85 MV/cm, because it extends the linear response about the bulk state to a film whose uniform polarization has vanished.

At 5 nm both treatments give a polar film. We have $\lambda=1/(2.562\times10^{-9})=3.90\times10^8$ m/F, so

$$P=35\sqrt{1-\frac{3.90}{6.00}}\approx20.7\ \text{µC/cm}^2,\qquad |E|=\lambda P\approx0.81\ \text{MV/cm}.$$

The mixture gives 25.0 µC/cm², which is 21% above the correct polarization, and 0.74 MV/cm, which is 9% below the correct field. The linearized field, 1.03 MV/cm, is 28% too large. Putting $\varepsilon_f$ beside $P_s$ is legitimate bookkeeping, but it remains a small-field approximation.

**Q:** What if the electrodes hardly screen at all?

**A:** Let $c\to0$. Then $D=0$ and $E=-P/(\varepsilon_0\varepsilon_b)$. The electrostatic stiffness $\lambda=1/(\varepsilon_0\varepsilon_b)$ is $1/x\approx27$ times $|a|$, so no thickness supports uniform polarization in this model. This holds whenever $x<1$.

**Q:** Yet a capacitance meter on my film does see the large permittivity.

**A:** It should, because it measures how charge changes with voltage, and $P$ is allowed to follow. Differentiate $V=Ed+\sigma/c$ with respect to $\sigma$, using $d\sigma/dE=\varepsilon_0\varepsilon_b+1/f''(P)$:

$$\frac{1}{C}=\frac{dV}{d\sigma}=\frac{d}{\varepsilon_0\varepsilon_b+1/f''(P)}+\frac1c .$$

The soft response enters once, evaluated at the film's actual polarization. For the 50 nm film this gives 1.90 µF/cm², and so does the numerical derivative of the charge in the three-variable model.

**Q:** The division into soft and background parts still looks arbitrary. Suppose my Landau coefficients describe the total polarization $P_t=P+P_b$. Which background do I use then?

**A:** None beyond the vacuum: replace $\varepsilon_b$ by 1. But the Landau coefficients change as well. For given $P_t$, the energy is the minimum over $P$ of

$$f(P)+\tfrac12\kappa(P_t-P)^2,\qquad \kappa=\frac{1}{\varepsilon_0\chi_b}.$$

Near $P=0$ the quartic term is negligible and the minimum satisfies $aP=\kappa(P_t-P)$, so $P=\kappa P_t/(a+\kappa)$. It is a minimum because $\kappa>|a|$ here. The derivative of the minimized energy with respect to $P_t$ is $\kappa(P_t-P)=aP$; the change of $P$ itself contributes nothing at a minimum. Hence the new quadratic coefficient is

$$a_t=\frac{a\kappa}{a+\kappa}\quad\Longrightarrow\quad\frac1{a_t}=\frac1a+\varepsilon_0\chi_b .$$

It is negative, with $1/|a_t|=1/|a|-\varepsilon_0\chi_b$. The critical thickness becomes

$$d_c=\frac1c\left(\frac1{|a_t|}-\varepsilon_0\right)=\frac1c\left(\frac1{|a|}-\varepsilon_0\chi_b-\varepsilon_0\right),$$

which is the previous result. Numerically $a_t=-6.20\times10^8$ m/F, and $d_c$ is again 3.21 nm. The permittivity in the depolarizing field must contain whatever the Landau variable leaves out, and nothing that it includes.

**Q:** You have assumed uniform polarization throughout. Could the 2 nm film not escape by forming domains?

**A:** It could, and leaving that out is a serious omission. Consider a weak stripe pattern $P\propto\cos qx$ in the nonpolar film, with a gradient energy $g(\partial_xP)^2/2$. The quadratic coefficient becomes $A=a+gq^2$, and $AP=E_z$. While $A<0$,

$$D_z=\varepsilon_0\varepsilon_bE_z+\frac{E_z}{A}=-\varepsilon_0\eta E_z,\qquad \eta=\frac{1}{\varepsilon_0|A|}-\varepsilon_b ,$$

with $\eta>0$ here. For a potential $\phi(z)\cos qx$ and in-plane permittivity $\varepsilon_x$, the condition $\nabla\cdot\mathbf D=0$ reads

$$\eta\,\phi''+\varepsilon_xq^2\phi=0 .$$

The odd solution about the film centre is $\phi\propto\sin kz$, with $k^2=\varepsilon_xq^2/\eta$. Each interface has capacitance $2c$, because two equal ones in series must give $c$. At the upper surface, facing a grounded electrode, $D_z=2c\phi$, so

$$\varepsilon_0\eta k\cos\frac{kd}{2}=2c\sin\frac{kd}{2}\quad\Longrightarrow\quad d=\frac2k\arctan\frac{\varepsilon_0\eta k}{2c}.$$

For $q\to0$ the arctangent equals its argument, and $d\to\varepsilon_0\eta/c=d_c$. With $g=4\times10^{-11}$ m³/F and $\varepsilon_x=200$, the smallest threshold is about 1.4 nm, at a stripe period of about 2.5 nm. This counts only the lateral gradient energy. The polarization of the stripes also varies along $z$. If the surfaces add no energy of their own, an equal gradient coefficient in that direction would raise the threshold to about 1.6 nm, and one thirteen times larger to about 2.2 nm.

**Q:** But 1.6 nm is close to my 1.54 nm!

**A:** By coincidence. The stripe threshold depends on $g$ and $\varepsilon_x$, neither of which enters your formula. The states differ too: this stripe pattern has zero average polarization, whereas yours is uniform. With a threshold of 1.4 or 1.6 nm the nonpolar 2 nm film is unstable to stripes; with one of 2.2 nm it is stable against weak stripes. In neither case does it carry your uniform 12 µC/cm².

**Q:** And the uniform 5 nm film?

**A:** There $f''(P)=+2.9\times10^7$ m/F. A small modulation then raises the Landau energy, and its gradient and electrostatic energies are positive as well, so the uniform state is locally stable. That does not show that it has lower energy than a fully developed domain pattern. Nor does the argument extend down to $d_c$: $f''(P)$ turns negative below 4.9 nm, and below about 4.2 nm (3.8 nm with the larger gradient coefficient along $z$) the uniform polar state is itself unstable to stripes.

**Q:** Do these numbers resemble a real film?

**A:** Only in part. The values of $a$ and $P_s$ are roughly those of barium titanate compressed on a strontium titanate substrate, near room temperature, and $c$ is meant for oxide-metal electrodes. The purely quartic energy is a simplification. In common Landau expansions for barium titanate, higher-order terms supply the restoring force at this strain. That puts $\varepsilon_f$ nearer 40 than 101, and the mixed formula then lowers $d_c$ by roughly a fifth to a quarter instead of a half. In those expansions the quartic coefficient is negative at this strain, so the transition is weakly first order and the polar state persists up to about 1% below $d_c$. The interface capacitance is the least certain, and $d_c$ is inversely proportional to it. Real films can break the assumption of uniformity, which in these estimates moves the onset of polar order from 3.2 nm to between 1.4 and 2.2 nm, depending on the gradient energy along $z$. That range holds only for the chosen $g$ and $\varepsilon_x$: with $\varepsilon_x$ between 100 and 400 it widens to about 1.0 to 2.5 nm, and halving $g$ shifts it to about 1.0 to 1.9 nm. All these lengths are less than ten unit cells, and the bulk correlation length $\sqrt{g/(2|a|)}$ is 0.18 nm, so a continuum theory can give no more than estimates. Heating by 50 K, with a Curie constant of $1.5\times10^5$ K, raises $d_c$ to 3.4 nm. The 5 nm film drops 0.40 V, small beside a band gap of roughly 3 eV divided by the electron charge, and its field is below a rough breakdown field of a few MV/cm.

**Q:** Could I at least settle the question by measuring the polarization of one 5 nm film?

**A:** Not safely. Suppose a sixth-order Landau term supplies half of the restoring force at $P_s$, with $a$ and $P_s$ held fixed. The correct electrostatics then gives 24.1 µC/cm² at 5 nm instead of 20.7, close to your 25.0. An error in the permittivity can thus be hidden by the choice of Landau coefficients. The correct $d_c$ does not move, since it depends on $a$ and not on the higher terms, provided the transition stays continuous. The numerical output lists the three treatments side by side.

**Q:** Then I keep $P$ as my variable and put 7 in the denominator, not 101.

**A:** Yes, with coefficients defined for that same $P$. If you prefer 101, put the fixed $P_s$ above it and stay with films thick enough that $\lambda\ll|a|$.

## Table of computed values

```
Landau coefficient a = -6.00e+08 m/F
Landau coefficient b = 4.898e+09 m^5/(C^2 F)
bulk polarization Ps = 35.0 uC/cm2
background permittivity eps_b = 7.0 (relative)
interface capacitance c = 50.0 uF/cm2
soft susceptibility chi = 94.12 (relative)
full permittivity eps_f = 101.12 (relative)
bulk permittivity, correct relation = 101.12
bulk permittivity, mixed relation = 195.23
d = 2 nm: correct P = 0.00 uC/cm2, |E| = 0.0000 MV/cm
d = 2 nm: mixed P = 12.16 uC/cm2, |E| = 0.6414 MV/cm
d = 2 nm: linearized |E| with fixed Ps = 1.8467 MV/cm
d = 5 nm: correct P = 20.69 uC/cm2, |E| = 0.8076 MV/cm
d = 5 nm: mixed P = 24.97 uC/cm2, |E| = 0.7355 MV/cm
d = 5 nm: linearized |E| with fixed Ps = 1.0308 MV/cm
d = 50 nm: correct P = 33.82 uC/cm2, |E| = 0.1349 MV/cm
d = 50 nm: mixed P = 33.85 uC/cm2, |E| = 0.1307 MV/cm
d = 50 nm: linearized |E| with fixed Ps = 0.1352 MV/cm
critical thickness, reduced formula = 3.209 nm
critical thickness, full Hessian = 3.209 nm
critical thickness, total-P description = 3.209 nm
critical thickness, mixed = 1.543 nm
mixed/correct critical thickness = 0.481
curvature for total polarization = -6.1975e+08 m/F
error ratio 200/400 nm, linearized = 4.009
error ratio 200/400 nm, mixed = 1.983
ratio 200/400 nm, mixed vs 2*chi formula = 3.976
stack capacitance at 50 nm = 1.9002 uF/cm2
series formula at 50 nm = 1.9002 uF/cm2
gradient coefficient g = 4.0e-11 m^3/F
in-plane permittivity eps_x = 200 (relative)
stripe threshold thickness = 1.399 nm
stripe period at threshold = 2.46 nm
Landau curvature in 5 nm film = 2.903e+07 m/F
5 nm P with half sextic restoring = 24.10 uC/cm2
Curie constant used for heating = 1.50e+05 K
critical thickness after 50 K heating = 3.433 nm
bulk correlation length = 0.183 nm
voltage across 5 nm film = 0.404 V
```
